# The Ioffe-Regel crossover from Rayleigh scattering and its first correction: verification in Python

```python
"""Ioffe-Regel crossover of sound waves with Rayleigh scattering.

Result under test: if the energy decay rate is Gamma = B*omega**4, the
mean free path v/Gamma equals half a wavelength at
omega_IR = (pi*B)**(-1/3).  This is an extrapolation of the Rayleigh law;
its reliability is examined with spheres of excess density.

Symbols: B Rayleigh coefficient (s^3), omega angular frequency (rad/s),
v sound speed (m/s), a sphere radius (m), eps relative excess density,
phi volume fraction of spheres, x = omega*a/v.
"""
import numpy as np
from scipy.constants import hbar, e
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

B = 1e-39
v = 4000.0


def crossover(rate, wavelength_fraction):
    """Frequency where v/rate equals the given fraction of a wavelength."""
    def mismatch(log_omega):
        omega = np.exp(log_omega)
        path = v / rate(omega)
        wavelength = 2 * np.pi * v / omega
        return np.log(path / (wavelength_fraction * wavelength))
    return np.exp(brentq(mismatch, np.log(1e10), np.log(1e15), xtol=1e-13))


def cross_section(x, eps):
    """Total cross section / a^2 from exact matching at the sphere surface."""
    orders = np.arange(36)
    inner = x * np.sqrt(1 + eps)
    j_in = spherical_jn(orders, inner)
    dj_in = inner * spherical_jn(orders, inner, derivative=True)
    j_out = spherical_jn(orders, x)
    dj_out = x * spherical_jn(orders, x, derivative=True)
    y_out = spherical_yn(orders, x)
    dy_out = x * spherical_yn(orders, x, derivative=True)
    top = dj_out * j_in - dj_in * j_out
    bottom = dy_out * j_in - dj_in * y_out
    tangent = top / bottom
    sin_squared = tangent**2 / (1 + tangent**2)
    return 4 * np.pi / x**2 * np.sum((2 * orders + 1) * sin_squared)


# Damping convention: energy loss between successive zeros of a damped mode.
gamma = 1 / np.pi                      # in units of the undamped frequency


def zero_crossing(t, state):
    return state[0]


zero_crossing.direction = -1
zero_crossing.terminal = True
motion = solve_ivp(lambda t, s: [s[1], -gamma * s[1] - s[0]], (0, 10),
                   [0.0, 1.0], events=zero_crossing, rtol=1e-10, atol=1e-12)
energy_left = motion.y_events[0][0][1]**2
# The damped frequency is lower than the undamped one by about 1 percent.
assert abs(energy_left / np.exp(-1) - 1) < 0.02


def absorbed_power(w):
    return w * (1 / (1 - w**2 - 1j * w * gamma)).imag


half = absorbed_power(1.0) / 2
low_side = brentq(lambda w: absorbed_power(w) - half, 0.1, 1.0)
high_side = brentq(lambda w: absorbed_power(w) - half, 1.0, 3.0)
linewidth = high_side - low_side
assert abs(linewidth / gamma - 1) < 1e-8

# Crossing found from lengths, compared with the closed formula.
omega_ir = (np.pi * B)**(-1 / 3)
omega_root = crossover(lambda w: B * w**4, 0.5)
assert abs(omega_root / omega_ir - 1) < 1e-9
omega_double = crossover(lambda w: 2 * B * w**4, 0.5)
assert abs(omega_double / omega_root - 2**(-1 / 3)) < 1e-9
omega_kl1 = crossover(lambda w: B * w**4, 1 / (2 * np.pi))
assert abs(omega_kl1 / omega_root - np.pi**(1 / 3)) < 1e-9
path_tenth = v / (B * (omega_ir / 10)**4)
half_wave_tenth = np.pi * v / (omega_ir / 10)
assert abs(path_tenth / half_wave_tenth / 1000 - 1) < 1e-9

# Partial waves against a Born integral at finite size and weak contrast.
x_test, eps_test = 1.5, 1e-3


def born_intensity(mu):
    q = x_test * np.sqrt(2 * (1 - mu))
    shape = spherical_jn(1, q) / q if q > 1e-6 else 1 / 3
    return 2 * np.pi * (x_test**2 * eps_test * shape)**2


born = quad(born_intensity, -1, 1)[0]
born_ratio = cross_section(x_test, eps_test) / born
assert abs(born_ratio - 1) < 0.005     # next order is proportional to eps

print(f"Rayleigh coefficient B = {B:.3e} s^3")
print(f"sound speed v = {v:.0f} m/s")
print(f"omega_IR from formula = {omega_ir:.4e} rad/s")
print(f"omega_IR from root search = {omega_root:.4e} rad/s")
print(f"frequency omega_IR/(2 pi) = {omega_ir/(2*np.pi)/1e12:.4f} THz")
print(f"quantum hbar omega_IR = {hbar*omega_ir/e*1e3:.3f} meV")
print(f"decay rate at omega_IR = {B*omega_ir**4:.4e} 1/s")
print(f"wavelength at omega_IR = {2*np.pi*v/omega_ir*1e9:.3f} nm")
print(f"mean free path at omega_IR = {v/(B*omega_ir**4)*1e9:.3f} nm")
print(f"path/half wavelength at omega_IR/10 = "
      f"{path_tenth/half_wave_tenth:.1f}")
print(f"energy left after half a damped period = {energy_left:.4f}")
print(f"exp(-1) for comparison = {np.exp(-1):.4f}")
print(f"linewidth / decay rate = {linewidth/gamma:.6f}")
print(f"omega_IR with B doubled = {omega_double:.4e} rad/s")
print(f"ratio for B doubled = {omega_double/omega_root:.4f}")
print(f"crossing for k*path = 1: {omega_kl1:.4e} rad/s")
print(f"ratio for k*path = 1: {omega_kl1/omega_root:.4f}")
print(f"partial waves / Born, weak contrast, x=1.5: {born_ratio:.5f}")

# Two microscopic models sharing the same Rayleigh coefficient.
x_grid = np.linspace(0.05, 20, 4000)
for name, a, eps in (("heavy", 0.5e-9, 4.0), ("light", 1.0e-9, 1.0)):
    volume = 4 * np.pi * a**3 / 3
    phi = 4 * np.pi * v**3 * B / (eps**2 * volume)
    assert 0 < phi < 0.3

    def rate(x):
        return phi / volume * v * a**2 * cross_section(x, eps)

    B_waves = rate(0.01) / (0.01 * v / a)**4
    exponent = np.log2(rate(0.02) / rate(0.01))
    assert abs(B_waves / B - 1) < 0.002
    assert abs(exponent - 4) < 0.01
    x_ir = omega_root * a / v
    assert abs(x_ir**3 * np.pi * phi * eps**2 / 3 - 1) < 1e-8

    def excess(x):
        return np.pi * rate(x) / (x * v / a) - 1

    values = np.array([excess(x) for x in x_grid])
    changes = np.where(values[:-1] * values[1:] < 0)[0]
    rayleigh_error = rate(x_ir) / (B * omega_ir**4)
    print(f"{name}: radius = {a*1e9:.1f} nm, excess density = {eps:.1f}")
    print(f"{name}: volume fraction = {phi:.4f}")
    print(f"{name}: phi*eps^2 = {phi*eps**2:.4f}")
    print(f"{name}: B from partial waves = {B_waves:.4e} s^3")
    print(f"{name}: low-frequency exponent = {exponent:.4f}")
    print(f"{name}: k*a at omega_IR = {x_ir:.4f}")
    print(f"{name}: interior k*a at omega_IR = {x_ir*np.sqrt(1+eps):.4f}")
    print(f"{name}: full rate/Rayleigh at omega_IR = {rayleigh_error:.4f}")
    print(f"{name}: largest pi*rate/omega = {values.max()+1:.4f}"
          f" at k*a = {x_grid[values.argmax()]:.3f}")
    print(f"{name}: crossings for k*a 0.05 to 20 = {len(changes)}")
    if name == "heavy":
        assert len(changes) > 0
        first = changes[0]
        x_first = brentq(excess, x_grid[first], x_grid[first + 1])
        omega_first = x_first * v / a
        assert 0.5 < omega_first / omega_ir < 1
        print(f"{name}: first crossing k*a = {x_first:.4f}")
        print(f"{name}: first crossing = {omega_first:.4e} rad/s")
        print(f"{name}: first crossing/omega_IR = "
              f"{omega_first/omega_ir:.4f}")
    else:
        assert len(changes) == 0 and values.max() < 0
        assert rayleigh_error < 1

print("ALL CHECKS PASSED")
```

It prints:

```
Rayleigh coefficient B = 1.000e-39 s^3
sound speed v = 4000 m/s
omega_IR from formula = 6.8278e+12 rad/s
omega_IR from root search = 6.8278e+12 rad/s
frequency omega_IR/(2 pi) = 1.0867 THz
quantum hbar omega_IR = 4.494 meV
decay rate at omega_IR = 2.1734e+12 1/s
wavelength at omega_IR = 3.681 nm
mean free path at omega_IR = 1.840 nm
path/half wavelength at omega_IR/10 = 1000.0
energy left after half a damped period = 0.3632
exp(-1) for comparison = 0.3679
linewidth / decay rate = 1.000000
omega_IR with B doubled = 5.4193e+12 rad/s
ratio for B doubled = 0.7937
crossing for k*path = 1: 1.0000e+13 rad/s
ratio for k*path = 1: 1.4646
partial waves / Born, weak contrast, x=1.5: 1.00054
heavy: radius = 0.5 nm, excess density = 4.0
heavy: volume fraction = 0.0960
heavy: phi*eps^2 = 1.5360
heavy: B from partial waves = 1.0003e-39 s^3
heavy: low-frequency exponent = 4.0012
heavy: k*a at omega_IR = 0.8535
heavy: interior k*a at omega_IR = 1.9084
heavy: full rate/Rayleigh at omega_IR = 1.4176
heavy: largest pi*rate/omega = 1.6291 at k*a = 0.758
heavy: crossings for k*a 0.05 to 20 = 6
heavy: first crossing k*a = 0.6112
heavy: first crossing = 4.8894e+12 rad/s
heavy: first crossing/omega_IR = 0.7161
light: radius = 1.0 nm, excess density = 1.0
light: volume fraction = 0.1920
light: phi*eps^2 = 0.1920
light: B from partial waves = 1.0000e-39 s^3
light: low-frequency exponent = 4.0002
light: k*a at omega_IR = 1.7070
light: interior k*a at omega_IR = 2.4140
light: full rate/Rayleigh at omega_IR = 0.3280
light: largest pi*rate/omega = 0.4881 at k*a = 3.003
light: crossings for k*a 0.05 to 20 = 0
ALL CHECKS PASSED
```
